# The hidden surface kinetic energy of a minimum-image pair Jastrow: a program that tests the result

```python
"""Result under test: a pair Jastrow J(r) of the minimum-image distance r, with
nonzero normal slope on the Wigner-Seitz boundary, hides a surface kinetic term:
    E_true = E_naive + S,   S = surface integral of J'(r) (n.rhat) rho(r).
E_naive averages the pointwise local energy; E_true uses |grad psi|^2.
For J' > 0 on the boundary E_naive is too low and may lie below the exact energy.
System: two opposite-spin electrons in a periodic cube of side L, zero total
momentum, psi = exp(J), H = -Laplacian + v(r) in the separation r; v is the
zero-average Ewald potential. Hartree atomic units; constant self-image term omitted.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
L = 4.0
half = L / 2
volume = L**3

# ---------- Ewald potential ----------
kappa = 3.0 / L
m = np.arange(-4, 5)
waves = np.array([(i, j, k) for i in m for j in m for k in m
                  if 0 < i*i + j*j + k*k <= 20 and (i, j, k) > (0, 0, 0)])
G_ewald = 2 * np.pi / L * waves
G2_ewald = (G_ewald**2).sum(axis=1)
coef_ewald = 8 * np.pi / volume * np.exp(-G2_ewald / (4 * kappa**2)) / G2_ewald
images = [L * np.array((i, j, k)) for i in (-1, 0, 1)
          for j in (-1, 0, 1) for k in (-1, 0, 1)]


def ewald(points):
    """Zero-average periodic Coulomb potential; points lie in the central cell."""
    value = np.cos(points @ G_ewald.T) @ coef_ewald - np.pi / (kappa**2 * volume)
    for shift in images:
        d = np.sqrt(((points + shift)**2).sum(axis=1))
        value += erfc(kappa * d) / d
    return value


# ---------- quadrature: 24 equal pyramids, split at the inscribed sphere ----------
t, wt = np.polynomial.legendre.leggauss(16)
t, wt = (t + 1) / 2, wt / 2
P, Q = np.meshgrid(t, t, indexing="ij")
W2 = np.outer(wt, wt)
C = np.sqrt(1 + P**2 + Q**2)
s_cut = (half / C)[:, :, None]
s = np.concatenate([s_cut * t, s_cut + (half - s_cut) * t], axis=2)
ws = np.concatenate([s_cut * wt, (half - s_cut) * wt], axis=2)
weight = (24 * W2[:, :, None] * ws * s**2).ravel()
r_vol = (s * C[:, :, None]).ravel()
points = np.stack([s, s * P[:, :, None], s * Q[:, :, None]], axis=-1).reshape(-1, 3)
v_vol = ewald(points)
r_face = (half * C).ravel()
cos_face = (1 / C).ravel()
w_face = (24 * half**2 * W2).ravel()

assert abs(weight.sum() - volume) < 1e-10
assert abs(w_face.sum() - 6 * L**2) < 1e-10
# the potential must have zero mean and the Coulomb Fourier coefficient
G1 = 2 * np.pi / L
assert abs(weight @ v_vol) / volume < 1e-6
first_coef = weight @ (v_vol * np.cos(G1 * points).mean(axis=1)) / volume
assert abs(first_coef - 4 * np.pi / (volume * G1**2)) < 1e-6


# ---------- Jastrow functions: return J, J', J'' ----------
def pade(b):
    return lambda r: (r / (2 * (1 + b*r)), 1 / (2 * (1 + b*r)**2), -b / (1 + b*r)**3)


def cutoff(alpha):
    c = half
    beta = -0.5 / c**3 + 3 * alpha / c

    def jastrow(r):
        x = np.minimum(r - c, 0.0)
        lin = alpha + beta * r
        return x**3 * lin, 3*x**2*lin + x**3*beta, 6*x*lin + 6*x**2*beta
    return jastrow


def parabola(r):
    return r/2 - r**2/(2*L), 0.5 - r/L, -np.ones_like(r)/L


def reversed_pade(r):
    return tuple(-f for f in pade(1.0)(r))


r_test, dr = np.array([0.3, 1.1, 1.7, 2.6]), 1e-4
for jas in (pade(1.0), cutoff(0.04), parabola):
    up, mid, down = jas(r_test + dr), jas(r_test), jas(r_test - dr)
    assert np.allclose((up[0] - down[0]) / (2*dr), mid[1], atol=1e-6)
    assert np.allclose((up[1] - down[1]) / (2*dr), mid[2], atol=1e-6)


def energies(jastrow):
    J, J1, J2 = jastrow(r_vol)
    prob = weight * np.exp(2 * J)
    norm = prob.sum()
    prob = prob / norm
    t_local = -(J2 + 2 * J1 / r_vol + J1**2)
    Jf, J1f, _ = jastrow(r_face)
    surface = w_face @ (J1f * cos_face * np.exp(2 * Jf)) / norm
    e_local = t_local + v_vol
    naive = prob @ e_local
    return {"naive": naive, "true": prob @ (J1**2 + v_vol), "S": surface,
            "T_loc": prob @ t_local, "T_grad": prob @ J1**2,
            "V": prob @ v_vol, "var": prob @ (e_local - naive)**2}


# ---------- reference: cubic-symmetric plane waves ----------
def plane_wave_energy(nmax):
    n = np.arange(-nmax, nmax + 1)
    g = np.array(np.meshgrid(n, n, n, indexing="ij")).reshape(3, -1).T
    g = g[(g**2).sum(axis=1) <= nmax**2]
    keys = np.sort(np.abs(g), axis=1)
    reps, star, size = np.unique(keys, axis=0, return_inverse=True, return_counts=True)
    star = np.asarray(star).ravel()
    H = np.zeros((len(reps), len(reps)))
    for a, rep in enumerate(reps):
        d2 = ((rep - g)**2).sum(axis=1) * G1**2
        v = np.where(d2 > 0, 4*np.pi / (volume * np.where(d2 > 0, d2, 1.0)), 0.0)
        H[a] = np.bincount(star, weights=v, minlength=len(reps)) * np.sqrt(size[a] / size)
        H[a, a] += (rep**2).sum() * G1**2
    assert np.allclose(H, H.T, atol=1e-11)
    return eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0], len(reps)


E_pw_small, _ = plane_wave_energy(8)
E_pw, n_stars = plane_wave_energy(14)
assert 0 <= E_pw_small - E_pw < 1e-4

# ---------- smooth cutoff Jastrow and rigorous lower bound ----------
opt = minimize_scalar(lambda a: energies(cutoff(a))["true"],
                      bounds=(0.0, 0.15), method="bounded")
alpha_opt = opt.x
cut = energies(cutoff(alpha_opt))
v_min = ewald(np.array([[half, half, half]]))[0]
assert v_min <= v_vol.min()
excited_bound = G1**2 + v_min
E_lower = cut["naive"] - cut["var"] / (excited_bound - cut["naive"])
assert abs(cut["naive"] - cut["true"]) < 1e-6
assert E_lower < E_pw < cut["true"]

# ---------- kinked Jastrow ----------
b_values = (0.25, 0.5, 1.0, 2.0, 4.0)
scan = {b: energies(pade(b)) for b in b_values}
for b, e in scan.items():
    assert abs(e["true"] - e["naive"] - e["S"]) < 1e-6
    assert e["S"] > 0 and e["true"] > E_pw
assert scan[0.25]["naive"] < scan[0.5]["naive"] < scan[1.0]["naive"] < E_lower
main = scan[1.0]

para = energies(parabola)
assert abs(parabola(np.array([half]))[1][0]) < 1e-14
assert abs(para["true"] - para["naive"] - para["S"]) < 1e-6 and para["S"] < -1e-3
rev = energies(reversed_pade)
assert rev["T_loc"] > rev["T_grad"]


# ---------- periodic lattice Laplacian sees the kink without being told ----------
def lattice_kinetic(n):
    h = L / n
    x2 = (-half + h * np.arange(n))**2
    r = np.sqrt(x2[:, None, None] + x2[None, :, None] + x2[None, None, :])
    psi = np.exp(pade(1.0)(r)[0])
    second = (np.roll(psi, 1, 0) + np.roll(psi, -1, 0) - 2 * psi) / h**2
    density = -3 * psi * second / (psi**2).sum()
    return density.sum(), density[0].sum()


T_64, plane_64 = lattice_kinetic(64)
T_128, plane_128 = lattice_kinetic(128)
plane_limit = 2 * plane_128 - plane_64      # removes the error linear in spacing
assert abs(T_128 - main["T_grad"]) < 2e-4
assert abs(plane_limit - main["S"]) < 5e-4

# ---------- Metropolis sampling of both electrons ----------
rng = np.random.default_rng(7)
walkers, burn, kept = 4000, 20, 60
electrons = rng.random((2, walkers, 3)) * L


def separation(e):
    d = e[0] - e[1]
    d -= L * np.round(d / L)
    return d, np.sqrt((d**2).sum(axis=1))


sum_local, sum_grad = np.zeros(walkers), np.zeros(walkers)
for step in range(burn + kept):
    for which in (0, 1):
        trial = electrons.copy()
        trial[which] = rng.random((walkers, 3)) * L
        log_ratio = 2 * (pade(1.0)(separation(trial)[1])[0]
                         - pade(1.0)(separation(electrons)[1])[0])
        accept = np.log(rng.random(walkers)) < log_ratio
        electrons[:, accept] = trial[:, accept]
    if step >= burn:
        d, r = separation(electrons)
        _, J1, J2 = pade(1.0)(r)
        v = ewald(d)
        sum_local += v - (J2 + 2 * J1 / r + J1**2)
        sum_grad += v + J1**2
mc_local, mc_grad = sum_local.mean() / kept, sum_grad.mean() / kept
err_local = sum_local.std(ddof=1) / kept / np.sqrt(walkers)
err_grad = sum_grad.std(ddof=1) / kept / np.sqrt(walkers)
assert abs(mc_local - main["naive"]) < 5 * err_local
assert abs(mc_grad - main["true"]) < 5 * err_grad
assert mc_local + 5 * err_local < E_lower

# ---------- diffusion limit on a ring: v = 0, J = a x^2, exact energy 0 ----------
a_ring, n_ring = 0.25, 800
h = L / n_ring
x = -half + h * np.arange(n_ring)
psi = np.exp(a_ring * x**2)
e_reg = -(2 * a_ring + 4 * a_ring**2 * x**2)
# importance-sampled hopping with branching by the pointwise local energy
generator = np.diag(-(np.roll(psi, 1) + np.roll(psi, -1)) / (psi * h**2) - e_reg)
idx = np.arange(n_ring)
generator[idx, (idx + 1) % n_ring] += 1 / h**2
generator[(idx + 1) % n_ring, idx] += 1 / h**2
ring_dmc = -eigh(generator, eigvals_only=True,
                 subset_by_index=[n_ring - 1, n_ring - 1])[0]
k_ring = brentq(lambda k: k * np.tanh(k * half) - a_ring * L, 1e-6, 20)
x_q = half * t
p_ring = wt * np.exp(2 * a_ring * x_q**2)
p_ring /= p_ring.sum()
ring_vmc = -p_ring @ (2 * a_ring + 4 * a_ring**2 * x_q**2)
ring_true = p_ring @ (4 * a_ring**2 * x_q**2)
assert abs(ring_dmc + k_ring**2) < 1e-3
assert ring_dmc < ring_vmc < 0 < ring_true

# ---------- flux of a 1/r tail through the cell boundary ----------
flux = w_face @ (cos_face / r_face**2)
assert abs(flux - 4 * np.pi) < 1e-8
density = 2 / volume
omega_p = np.sqrt(4 * np.pi * density)
loss_per_electron = density / 2 * flux / omega_p
assert abs(loss_per_electron - omega_p / 2) < 1e-8

# ---------- output ----------
print(f"cell side L = {L:.1f} bohr; inscribed radius = {half:.1f} bohr")
print(f"corner distance = {np.sqrt(3)*half:.4f} bohr")
print(f"plane-wave energy, index cutoff 8  = {E_pw_small:.6f} hartree")
print(f"plane-wave energy, index cutoff 14 = {E_pw:.6f} hartree ({n_stars} functions)")
print(f"minimum of Ewald potential = {v_min:.5f} hartree")
print(f"lower bound on first excited level = {excited_bound:.5f} hartree")
print(f"Temple lower bound on exact energy = {E_lower:.6f} hartree")
print("Pade Jastrow: b (1/bohr), naive, true, surface term S (hartree)")
for b, e in scan.items():
    print(f"  b={b:4.2f}  {e['naive']:10.6f}  {e['true']:10.6f}  {e['S']:10.6f}")
print(f"b=1: J'(L/2) = {pade(1.0)(half)[1]:.6f} 1/bohr")
print(f"b=1: pointwise kinetic energy = {main['T_loc']:.6f} hartree")
print(f"b=1: gradient kinetic energy  = {main['T_grad']:.6f} hartree")
print(f"b=1: potential energy         = {main['V']:.6f} hartree")
print(f"b=1: S in eV = {main['S']*HARTREE_EV:.4f} eV")
print(f"b=1: naive minus plane-wave energy = {main['naive']-E_pw:.6f} hartree")
print(f"lattice kinetic energy, 128 points per side = {T_128:.6f} hartree")
print(f"lattice boundary-plane share, 64 points  = {plane_64:.6f} hartree")
print(f"lattice boundary-plane share, 128 points = {plane_128:.6f} hartree")
print(f"boundary-plane share extrapolated = {plane_limit:.6f} hartree")
print(f"Monte Carlo samples = {walkers*kept}")
print(f"Monte Carlo naive energy    = {mc_local:.5f} +/- {err_local:.5f} hartree")
print(f"Monte Carlo gradient energy = {mc_grad:.5f} +/- {err_grad:.5f} hartree")
print(f"cutoff Jastrow: optimal alpha = {alpha_opt:.5f} bohr^-3")
print(f"cutoff Jastrow: pointwise energy = {cut['naive']:.6f} hartree")
print(f"cutoff Jastrow: gradient energy  = {cut['true']:.6f} hartree")
print(f"cutoff Jastrow: local-energy variance = {cut['var']:.6f} hartree^2")
print(f"parabola, zero slope only at L/2: naive = {para['naive']:.6f} hartree")
print(f"parabola: true = {para['true']:.6f}, S = {para['S']:.6f} hartree")
print(f"reversed Pade b=1: pointwise kinetic = {rev['T_loc']:.6f} hartree")
print(f"reversed Pade b=1: gradient kinetic  = {rev['T_grad']:.6f} hartree")
print(f"ring: a = {a_ring:.2f} bohr^-2, L = {L:.1f} bohr, k = {k_ring:.5f} 1/bohr")
print(f"ring: naive variational energy = {ring_vmc:.5f} hartree")
print(f"ring: gradient energy = {ring_true:.5f} hartree")
print(f"ring: diffusion limit, matrix  = {ring_dmc:.5f} hartree")
print(f"ring: diffusion limit, formula = {-k_ring**2:.5f} hartree")
print(f"flux of 1/r tail / (4 pi) = {flux/(4*np.pi):.8f}")
print(f"density = {density:.5f} bohr^-3, plasma frequency = {omega_p:.5f} hartree")
print(f"estimated large-N loss per electron = {loss_per_electron:.5f} hartree")
print("all tests passed")
```

Running it gives:

```
cell side L = 4.0 bohr; inscribed radius = 2.0 bohr
corner distance = 3.4641 bohr
plane-wave energy, index cutoff 8  = -0.017818 hartree
plane-wave energy, index cutoff 14 = -0.017825 hartree (343 functions)
minimum of Ewald potential = -0.20048 hartree
lower bound on first excited level = 2.26692 hartree
Temple lower bound on exact energy = -0.023411 hartree
Pade Jastrow: b (1/bohr), naive, true, surface term S (hartree)
  b=0.25   -0.281826    0.001789    0.283615
  b=0.50   -0.149851   -0.014676    0.135175
  b=1.00   -0.066333   -0.013931    0.052403
  b=2.00   -0.025004   -0.007740    0.017264
  b=4.00   -0.008272   -0.003195    0.005078
b=1: J'(L/2) = 0.055556 1/bohr
b=1: pointwise kinetic energy = -0.047165 hartree
b=1: gradient kinetic energy  = 0.005237 hartree
b=1: potential energy         = -0.019168 hartree
b=1: S in eV = 1.4259 eV
b=1: naive minus plane-wave energy = -0.048508 hartree
lattice kinetic energy, 128 points per side = 0.005236 hartree
lattice boundary-plane share, 64 points  = 0.052867 hartree
lattice boundary-plane share, 128 points = 0.052637 hartree
boundary-plane share extrapolated = 0.052407 hartree
Monte Carlo samples = 240000
Monte Carlo naive energy    = -0.06675 +/- 0.00028 hartree
Monte Carlo gradient energy = -0.01448 +/- 0.00057 hartree
cutoff Jastrow: optimal alpha = 0.06830 bohr^-3
cutoff Jastrow: pointwise energy = -0.012874 hartree
cutoff Jastrow: gradient energy  = -0.012874 hartree
cutoff Jastrow: local-energy variance = 0.024022 hartree^2
parabola, zero slope only at L/2: naive = 0.140150 hartree
parabola: true = -0.004203, S = -0.144353 hartree
reversed Pade b=1: pointwise kinetic = 0.052395 hartree
reversed Pade b=1: gradient kinetic  = 0.006530 hartree
ring: a = 0.25 bohr^-2, L = 4.0 bohr, k = 1.03267 1/bohr
ring: naive variational energy = -1.03126 hartree
ring: gradient energy = 0.53126 hartree
ring: diffusion limit, matrix  = -1.06641 hartree
ring: diffusion limit, formula = -1.06641 hartree
flux of 1/r tail / (4 pi) = 1.00000000
density = 0.03125 bohr^-3, plasma frequency = 0.62666 hartree
estimated large-N loss per electron = 0.31333 hartree
all tests passed
```
